\section*{Nonuniform Energy Resolution of the Jackson Kernel}

A Hamiltonian $H$ has its spectrum in the window $[b-W,\,b+W]$. The rescaled operator $X=(H-b)/W$ then has eigenvalues $x\in[-1,1]$. A spectral density is expanded in Chebyshev polynomials $T_n(\cos\theta)=\cos n\theta$, of which the first $N$ are kept ($n=0,\dots,N-1$, with $N\ge 3$). Each level then appears as a peak of finite width. The problem is to find how this width depends on the position of the level and on $N$. The algebra uses atomic units, so $H$, $b$ and $W$ are in hartree and $x$ is a pure number; numerical energies are given in eV.

\section*{(a) A single level as a smeared angle}

\textbf{Question.} Expand $\delta(x-a)$, multiply the $n$th term by a real factor $g_n$ with $g_0=1$, and truncate. Show that the result is a smearing of the angle $\arccos x$ whose form does not depend on $a$.

\textbf{Solution.} With $x=\cos\theta$, the orthogonality of cosines on $[0,\pi]$ gives
\begin{equation}
\int_{-1}^{1}\frac{T_m(x)T_n(x)}{\pi\sqrt{1-x^2}}\,dx
=\frac{1+\delta_{n0}}{2}\,\delta_{mn}.
\end{equation}
The moments of the level are $\mu_n=\int T_n(x)\,\delta(x-a)\,dx=T_n(a)$. The damped, truncated density is therefore
\begin{equation}
K(x,a)=\frac{1}{\pi\sqrt{1-x^2}}
\Big[1+2\sum_{n=1}^{N-1}g_nT_n(a)T_n(x)\Big].
\label{K}
\end{equation}
Put $a=\cos\varphi$ and define the even, $2\pi$-periodic function
\begin{equation}
J(\eta)=\frac{1}{2\pi}\Big[1+2\sum_{n=1}^{N-1}g_n\cos n\eta\Big].
\label{J}
\end{equation}
Since $|dx|=\sqrt{1-x^2}\,d\theta$ and $2\cos n\theta\cos n\varphi=\cos n(\theta-\varphi)+\cos n(\theta+\varphi)$,
\begin{equation}
K\,|dx|=\big[J(\theta-\varphi)+J(\theta+\varphi)\big]d\theta,
\qquad 0\le\theta\le\pi.
\label{fold}
\end{equation}
To average a function $f(x)$, replace $\theta$ by $-\theta$ in the second term. As $J$ is even, the two terms join into one integral over the full circle:
\begin{equation}
\langle f\rangle=\int_{-\pi}^{\pi}f(\cos\theta)J(\theta-\varphi)\,d\theta
=\int_{-\pi}^{\pi}f\big(\cos(\varphi+\eta)\big)J(\eta)\,d\eta .
\label{avg}
\end{equation}
The last step uses periodicity. The level's angle $\varphi$ is thus replaced by $\varphi+\eta$, with $\eta$ weighted by $J$, whatever the value of $a$. This weight is a probability density only if $J$ is nowhere negative, which part (b) ensures. Any dependence of the width on position comes from the map $x=\cos\theta$.

\section*{(b) The Jackson factors}

\textbf{Question.} A density should not be negative. Build $J$ as the squared modulus of a trigonometric sum with $N$ real amplitudes, and choose them to minimize the angular spread $\langle 1-\cos\eta\rangle$. Find $g_n$.

\textbf{Solution.} Let
\begin{equation}
J(\eta)=\frac{1}{2\pi}\Big|\sum_{k=1}^{N}c_ke^{ik\eta}\Big|^2,
\qquad \sum_k c_k^2=1 .
\end{equation}
Multiplying out and collecting terms with equal index difference $n$ reproduces (\ref{J}) with
\begin{equation}
g_n=\sum_{k=1}^{N-n}c_kc_{k+n}.
\label{auto}
\end{equation}
From (\ref{J}), $\langle\cos n\eta\rangle=g_n$, so the spread is $1-g_1$, and $g_1$ must be maximized. It is the quadratic form $c^{T}Pc$ of the matrix with $P_{k,k\pm1}=\tfrac12$ and all other elements zero. Its maximum is the largest eigenvalue of $P$. Try $c_k\propto\sin qk$:
\begin{equation}
\tfrac12\big[\sin q(k-1)+\sin q(k+1)\big]=\cos q\,\sin qk .
\end{equation}
The end rows require $c_0=c_{N+1}=0$, hence $q=m\pi/(N+1)$. The values $m=1,\dots,N$ give $N$ distinct eigenvalues, which is the full set. The largest has $m=1$, so from here on
\begin{equation}
q=\frac{\pi}{N+1},\qquad g_1=\cos q .
\end{equation}
Normalization needs $\sum_{k=1}^N\sin^2qk=\sum_{k=0}^{N}\tfrac12(1-\cos2qk)=\tfrac12(N+1)$, because the phases $e^{2iqk}$ run once round the unit circle and add to zero. Thus $c_k=\sqrt{2/(N+1)}\,\sin qk$. Inserting this in (\ref{auto}) and using the product formula for sines,
\begin{equation}
g_n=\frac{1}{N+1}\Big[(N-n)\cos nq-\sum_{k=1}^{N-n}\cos(2k+n)q\Big].
\end{equation}
Multiplied by $2\sin q$, the remaining sum telescopes to $\sin(2N-n+1)q-\sin(n+1)q$. As $(2N-n+1)q=2\pi-(n+1)q$, this equals $-2\sin(n+1)q$. The sum is therefore $-\sin(n+1)q/\sin q=-\cos nq-\sin nq\cot q$, and
\begin{equation}
g_n=\frac{(N-n+1)\cos nq+\sin nq\cot q}{N+1}.
\label{gn}
\end{equation}
These are the Jackson factors.

\section*{(c) Mean and rms width}

\textbf{Question.} Find the mean and the variance $\sigma^2$ of $x$ under $K(x,a)$ for finite $N$. How does $\sigma$ behave for large $N$ at a fixed interior point, and how at $a=\pm1$?

\textbf{Solution.} Use (\ref{avg}). Because $J$ is even, averages of $\sin n\eta$ vanish, and
\begin{align}
\langle x\rangle&=\cos\varphi\,\langle\cos\eta\rangle=a\cos q,\\
\langle x^2\rangle&=\tfrac12\big[1+\langle\cos(2\varphi+2\eta)\rangle\big]
=\tfrac12\big[1+g_2(2a^2-1)\big].
\end{align}
Subtracting the squared mean and sorting by powers of $a$ gives
\begin{equation}
\sigma^2=\tfrac12(1-g_2)+a^2(g_2-\cos^2q).
\end{equation}
For $n=2$, (\ref{gn}) contains $\sin2q\cot q=2\cos^2q=1+\cos2q$, so $g_2=(N\cos2q+1)/(N+1)$. The two brackets become
\begin{align}
\tfrac12(1-g_2)&=\frac{N(1-\cos2q)}{2(N+1)}=\frac{N\sin^2q}{N+1},\\
g_2-\cos^2q&=\frac{N(2\cos^2q-1)+1-(N+1)\cos^2q}{N+1}
=-\frac{(N-1)\sin^2q}{N+1}.
\end{align}
Adding them and writing $N-(N-1)a^2=N(1-a^2)+a^2$,
\begin{equation}
\boxed{\;\sigma^2=\frac{\sin^2q}{N+1}\big[N(1-a^2)+a^2\big]\;}
\label{var}
\end{equation}
No approximation has been made. For large $N$, $\sin q\simeq\pi/N$, and the two cases follow:
\begin{align}
\sigma&\simeq\frac{\pi\sqrt{1-a^2}}{N} && (|a|<1\ \text{fixed}),
\label{inside}\\
\sigma&\simeq\frac{\pi}{N^{3/2}} && (a=\pm1).
\label{end}
\end{align}
In energy units the width is $W\sigma$. The interior law has a simple geometric origin: an angular spread $\pi/N$ is multiplied by $|dx/d\theta|=\sin\varphi=\sqrt{1-a^2}$.

The first correction inside follows from $\sin^2q\simeq(\pi/N)^2(1-2/N)$ and from
\begin{equation}
\frac{N(1-a^2)+a^2}{N+1}\simeq(1-a^2)+\frac{2a^2-1}{N}.
\end{equation}
Their product is
\begin{equation}
\sigma^2\simeq\frac{\pi^2}{N^2}\Big[1-a^2+\frac{4a^2-3}{N}\Big].
\label{corr}
\end{equation}
The correction changes sign at $a^2=3/4$.

The interior law fails when the second term in (\ref{var}) is no longer small. The two terms are equal when $N(1-a^2)=a^2$, that is, $1-a^2=1/(N+1)$. For large $N$ this lies at a distance $1-|a|\simeq1/(2N)$ from the end. The law (\ref{inside}) therefore requires $1-a^2\gg1/N$.

The mean is also displaced towards the centre of the window, by $|a|(1-\cos q)\simeq|a|\pi^2/(2N^2)$. This is small compared with $\sigma$ in both limits.

\section*{(d) Peak shape inside the interval}

\textbf{Question.} An rms width can differ from the width seen in a plot. Sum the series for $J$ and find the full width at half height of an interior peak for large $N$.

\textbf{Solution.} Let $S=\sum_{k=1}^{N}\sin(qk)\,e^{ik\eta}$, so that $J=|S|^2/[\pi(N+1)]$. A term $k=0$ may be added, since it is zero. Write the sine as exponentials and sum two geometric series. Since $e^{i(N+1)(\eta\pm q)}=-e^{i(N+1)\eta}$,
\begin{align}
S&=\frac{1+e^{i(N+1)\eta}}{2i}
\left[\frac{1}{1-e^{i(\eta+q)}}-\frac{1}{1-e^{i(\eta-q)}}\right]\nonumber\\
&=\frac{1+e^{i(N+1)\eta}}{2i}\;
\frac{2i\,e^{i\eta}\sin q}{2e^{i\eta}(\cos\eta-\cos q)} .
\end{align}
With $|1+e^{i\alpha}|^2=4\cos^2(\alpha/2)$ this gives
\begin{equation}
J(\eta)=\frac{\sin^2q\,\cos^2\!\big[(N+1)\eta/2\big]}
{\pi(N+1)(\cos\eta-\cos q)^2}.
\label{closed}
\end{equation}
At $\eta=\pm q$ numerator and denominator vanish together, and the value is the finite limit.

Now set $u=(N+1)\eta$ and keep $u$ fixed as $N$ grows. Then $\cos\eta-\cos q\simeq(\pi^2-u^2)/[2(N+1)^2]$, and $J\,d\eta\to p(u)\,du$ with
\begin{equation}
p(u)=\frac{4}{\pi^3}\,\frac{\cos^2(u/2)}{(1-u^2/\pi^2)^2}.
\label{p}
\end{equation}
For fixed $|a|<1$, the second term in (\ref{fold}) is negligible at the peak, and $1/\sqrt{1-x^2}$ varies little across it. The half-height points are thus $u=\pm h$, where $p(h)=\tfrac12p(0)$. Their separation in $x$ is $2h\sqrt{1-a^2}/(N+1)$. Dividing by (\ref{inside}) gives, for large $N$,
\begin{equation}
\frac{\text{full width at half height}}{\sigma}\to\frac{2h}{\pi}=2.378,
\end{equation}
with $h$ found numerically. For $N=400$, the half-height widths of reconstructed peaks at $a=0$ and $a=0.5$ agree with this ratio within the test tolerance of 1\%. Inside the interval both measures of width therefore scale as $\sqrt{1-a^2}/N$.

\section*{(e) What the width means at an end}

\textbf{Question.} At $a=1$ the slope $dx/d\theta$ vanishes, and $1-x\simeq\theta^2/2$. An angle of order $1/N$ then suggests a distance of order $N^{-2}$, not $N^{-3/2}$. Resolve the apparent conflict.

\textbf{Solution.} For $a=1$, $\varphi=0$ and (\ref{fold}) becomes $K\,|dx|=2J(\theta)\,d\theta$. Near the end $\sin\theta\simeq\sqrt{2(1-x)}$, so
\begin{equation}
K(x,1)=\frac{2J(\theta)}{\sin\theta}\simeq\frac{2J(0)}{\sqrt{2(1-x)}} .
\end{equation}
The density diverges, but integrably. The factor $1/\sin\theta$ is present for every level: for a fixed interior level (\ref{fold}) gives $K\simeq2J(\varphi)/\sqrt{2(1-x)}$ near $x=1$, but by (\ref{closed}) the coefficient is at most of order $N^{-3}$ and the divergence lies far from the peak. For $a=1$ the coefficient $2J(0)$ is of order $N$ and the divergence sits at the level itself, so the peak has no finite height and hence no width at half height. A width must be defined through its weight or its moments.

Consider first the median distance $d$ from the end, within which half the weight lies. In the scaled angle of part (d), the weight below $\theta=u/(N+1)$ tends to $2\int_0^up(v)\,dv$. Setting this equal to $\tfrac12$ gives $u_m=2.071$, and
\begin{equation}
d\simeq\frac{u_m^2}{2(N+1)^2}=\frac{2.1445}{(N+1)^2}.
\label{median}
\end{equation}
The core of the peak does scale as $N^{-2}$, as the geometric argument suggests.

Next take the variance. The mean is $\cos q$, and the denominator of (\ref{closed}) cancels the squared deviation:
\begin{equation}
(\cos\eta-\cos q)^2J(\eta)
=\frac{\sin^2q}{\pi(N+1)}\cos^2\frac{(N+1)\eta}{2}.
\label{flat}
\end{equation}
Apart from rapid oscillation, every angle contributes equally to the variance. The integral of the squared cosine over the circle is $\pi$, so $\sigma^2=\sin^2q/(N+1)$, in agreement with (\ref{var}). The far half of the interval, $x<0$, corresponds to $\pi/2<\theta<\pi$. Integrating (\ref{flat}) there, doubling for the folded density and dividing by $\sigma^2$ gives its share:
\begin{equation}
\frac{2}{\pi}\int_{\pi/2}^{\pi}\cos^2\frac{(N+1)\theta}{2}\,d\theta
=\frac12-\frac{\sin[(N+1)\pi/2]}{\pi(N+1)} .
\end{equation}
Half of the variance, up to a term of order $1/N$, comes from the far half of the window. The weight there is tiny. Replace the squared cosine in (\ref{closed}) by its average $\tfrac12$, and use $\sin q\simeq\pi/N$ and $\cos q\simeq1$:
\begin{equation}
\int_{\pi/2}^{\pi}2J\,d\theta\simeq\frac{\pi}{N^3}
\int_{\pi/2}^{\pi}\frac{d\theta}{(1-\cos\theta)^2}
=\frac{\pi}{N^3}\cdot\frac12\int_0^1(1+t^2)\,dt=\frac{2\pi}{3N^3}.
\end{equation}
The substitution was $t=\cot(\theta/2)$, for which $1-\cos\theta=2/(1+t^2)$ and $d\theta=-2\,dt/(1+t^2)$.

There is no conflict. A weight of order $N^{-3}$ at distances of order one produces a variance of order $N^{-3}$, and hence an rms width of order $N^{-3/2}$. The core, of extent $N^{-2}$, contributes only of order $N^{-4}$ to the variance. The law (\ref{end}) is thus a statement about the rms width. It is not the extent of the region that holds most of the weight.

\section*{(f) A tight-binding ring}

\textbf{Question.} A ring of 60 sites has zero site energy and hopping $+2.5$ eV between neighbours. Take $b=0$, $W=5$ eV and $N=400$. Compare the resolution at the centre and at the top of the band, find the $N$ needed for an rms width of 0.01 eV at each place, and examine the effect of a slightly enlarged window.

\textbf{Solution.} Standing waves $\cos(2\pi kj/60)$ on sites $j$ have energies $E_k=5\cos(2\pi k/60)$ eV. The level $k=0$ lies at the end, $a=1$, and $k=15$ lies at the centre. The table gives rms widths of densities reconstructed from Hamiltonian moments, next to the interior law.

\begin{center}
\begin{tabular}{cccc}
$E$ (eV) & $a$ & $W\sigma$ (eV) & $W\pi\sqrt{1-a^2}/N$ (eV)\\
0.000 & 0.000 & 0.03912 & 0.03927\\
2.500 & 0.500 & 0.03390 & 0.03401\\
4.330 & 0.866 & 0.01963 & 0.01963\\
5.000 & 1.000 & 0.00196 & 0
\end{tabular}
\end{center}

At the centre the interior law is $5\pi/400=0.03927$ eV, about 0.4\% above the reconstructed width. Equation (\ref{corr}) accounts for this: at $a=0$ it lowers $\sigma$ by the fraction $3/(2N)=0.4\%$. The close agreement in the third row occurs because $a^2=3/4$ there, where the $1/N$ correction vanishes. At the end the interior law gives zero and fails, while (\ref{end}) gives $5\pi/400^{3/2}=0.00196$ eV. By (\ref{var}) the ratio of central to end width is $\sqrt N=20$. The two widths are $1.438\times10^{-3}$ and $7.19\times10^{-5}$ hartree.

The crossover of part (c) lies 0.0062 eV below the top of the window. A level placed there would have an rms width of 0.0028 eV, larger than the end value by a factor close to $\sqrt2$, because the two terms of (\ref{var}) are equal.

For a target of 0.01 eV, the leading laws give $N\simeq5\pi/0.01\simeq1571$ at the centre and $N\simeq(5\pi/0.01)^{2/3}\simeq135$ at the end. The finite-$N$ formula gives 1570 and 135. A uniform rms target across the band is therefore set by its centre.

The median distance at the end is $5\times2.1445/401^2=6.67\times10^{-5}$ eV, some 29 times smaller than the rms width. The region $x<0$ carries a weight of $3.24\times10^{-8}$ but supplies a share 0.499 of the variance, as part (e) predicts. Between $N=400$ and $N=1600$ the fitted exponents are $-0.998$ for the central rms width, $-1.498$ for the end rms width and $-1.997$ for the end median. The last two differ slightly from $-3/2$ and $-2$ because the powers are essentially those of $N+1$.

The small end width depends on the level lying very near $|x|=1$. In practice a margin may be left, since an eigenvalue outside the interval makes the moments grow: $T_n(\cosh s)=\cosh ns$. If $W$ is enlarged to $5/0.99=5.0505$ eV, the top level moves to $a=0.99$. Then $N(1-a^2)=400\times0.0199\simeq8$, which exceeds the end term $a^2\simeq1$ in (\ref{var}). The rms width rises to 0.0059 eV, three times its value without the margin. In general, a relative margin $\epsilon\ll1$ gives $1-a^2\simeq2\epsilon$, so the band edge follows the interior law once $N\gg1/(2\epsilon)$, and its rms width then falls only as $1/N$.

The numerical output below lists these values and the widths at three values of $N$.

\section*{Numbers as computed}
\begin{verbatim}
Ring: 60 sites, hopping 2.50 eV, W = 5.00 eV, N = 400
Level energy, a, rms width, interior-law width, downward mean shift:
  E = 0.0000 eV, a = 0.00000, rms = 0.039123 eV, interior = 0.039270 eV, shift = 1.211e-14 eV
  E = 2.5000 eV, a = 0.50000, rms = 0.033895 eV, interior = 0.034009 eV, shift = 7.672e-05 eV
  E = 4.3301 eV, a = 0.86603, rms = 0.019635 eV, interior = 0.019635 eV, shift = 1.329e-04 eV
  E = 5.0000 eV, a = 1.00000, rms = 0.001956 eV, interior = 0.000000 eV, shift = 1.534e-04 eV
Centre rms width = 1.4377e-03 hartree
End rms width = 7.1887e-05 hartree
Ratio centre/end rms width = 20.000
End law W*pi/N^(3/2) = 0.001963 eV
Padded window W = 5.05051 eV: top-level a = 0.9900
Padded window: top-level rms width = 0.005908 eV
Padded/unpadded top-level rms width = 3.020
Target rms width = 0.010 eV
  Moments needed at centre = 1570
  Moments needed at end = 135
Scaling with N (W as above): centre rms, end rms, end median distance
  N = 100: 0.154728 eV, 1.5473e-02 eV, 1.0514e-03 eV
  N = 400: 0.039123 eV, 1.9561e-03 eV, 6.6682e-05 eV
  N = 1600: 0.009808 eV, 2.4521e-04 eV, 4.1832e-06 eV
Exponents, N = 400 to 1600: centre rms -0.9980, end rms -1.4980, end median -1.9973
Interior full width at half height / rms width = 2.3779
Median scaled angle u_m = 2.0710 (dimensionless)
u_m^2/2 = 2.1445 (dimensionless)
End rms width / end median distance, N = 400: 29.34
End level, N = 400: weight at x < 0 = 3.236e-08
End level, N = 400: variance share from x < 0 = 0.4992
Crossover distance from end, N = 400: 0.006238 eV
Rms width at crossover, N = 400: 0.002763 eV
\end{verbatim}
